# A Lennard-Jones atom passing through a rigid ring of atoms

**Question**

An oxidant moving through a glassy network has to pass from one cavity to the next through windows formed by rings of atoms. Consider the simplest model of one such passage. A ring of $N\ge 3$ identical atoms, equally spaced on a circle of radius $R$, is held rigid in the plane $z=0$. One further atom moves along the axis of the circle, the $z$ axis. Its energy with each ring atom at distance $r$ is

$$V(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right],\qquad \varepsilon,\sigma>0,$$

and the pair energies add. The total axial energy $U(z)$ is zero when the atom is far away. A *barrier at the centre* means a local maximum of $U$ at $z=0$.

(a) Find the distance $r_m$ at which $V$ is lowest. For which ring radii is there a barrier at the centre? Treat the borderline radius separately.

(b) Find the height of the barrier above the neighbouring wells. When does a slow atom arriving from far away get through, according to classical mechanics?

(c) The atom is now allowed small sideways displacements. Is the centre of the ring stable against them?

(d) Evaluate the results for $N=6$, $\varepsilon=0.010$ eV, $\sigma=0.30$ nm and $R=0.25$, $0.32$ and $0.36$ nm. How sensitive is the barrier to $R$?

(e) Let the ring yield: all its atoms move radially together, each held by a spring of stiffness $k>0$ with rest radius $R$, and the ring always takes the radius of lowest energy for the given $z$. Does the condition found in (a) change?

(f) Replace the atom by a rigid molecule lying along the axis, with two sites at distances $\pm a$ from its midpoint, each having half the pair energy $V$. Does the condition still hold?

(g) The numbers in (d) are meant as a rough model of an oxygen molecule in silica at 1273 K. Discuss how far the barrier can be trusted.

**Model answer to (a)**

It helps to write the pair energy in terms of its minimum. Differentiation gives

$$V'(r)=4\varepsilon\left[-\frac{12\sigma^{12}}{r^{13}}+\frac{6\sigma^6}{r^7}\right]=\frac{24\varepsilon}{r}\left(\frac{\sigma}{r}\right)^6\left[1-2\left(\frac{\sigma}{r}\right)^6\right].$$

The prefactor is positive, so $V'$ has the sign of the last bracket. It vanishes at $r^6=2\sigma^6$, that is, at

$$r_m=2^{1/6}\sigma .$$

For $r<r_m$ the bracket is negative and the atoms repel; for $r>r_m$ it is positive and they attract. With $p=(r_m/r)^6=2(\sigma/r)^6$ the same functions read

$$V=\varepsilon(p^2-2p)=\varepsilon(p-1)^2-\varepsilon,\qquad V'=-\frac{12\varepsilon}{r}(p^2-p).$$

The first form shows that the lowest pair energy is $-\varepsilon$, reached at $p=1$.

Every ring atom is at the same distance $r=\sqrt{R^2+z^2}$ from a point on the axis. Hence $U(z)=N\,V(r)$, and since $dr/dz=z/r$,

$$U'(z)=N\,V'(r)\,\frac{z}{r}.$$

Take $z>0$; the other side follows because $U$ is even. The sign of $U'$ is then the sign of $V'(r)$.

*Case $R<r_m$.* Close to the centre $r$ is still below $r_m$, so $U'<0$ and the energy falls as the atom leaves the centre. It falls until $r=r_m$, at

$$z_0=\sqrt{r_m^2-R^2},$$

and rises from there on. The centre is a local maximum between two wells at $\pm z_0$.

*Case $R\ge r_m$.* Now $r>r_m$ for every $z\neq0$, so $U'>0$ for all $z>0$. The energy rises steadily from the centre outwards. The centre is the only minimum, and there is no barrier anywhere on the axis.

There is therefore a barrier at the centre if and only if $R<r_m$. The number of atoms multiplies the energy but does not enter the condition.

The physical reason is geometrical. Moving along the axis away from the centre can only lengthen the distances to the ring atoms. That lowers the energy if the atoms are too close at the centre, and raises it if they are already at or beyond their preferred distance.

*Borderline $R=r_m$.* The curvature $U''(0)=N\,V'(R)/R$ vanishes here, so a test based on the second derivative alone would decide nothing. With $t=z/r_m$ we have $r^2=r_m^2(1+t^2)$ and $p=(1+t^2)^{-3}\approx1-3t^2$. Therefore

$$U(z)+N\varepsilon=N\varepsilon(p-1)^2\approx 9N\varepsilon\left(\frac{z}{r_m}\right)^4 .$$

The centre is a flat-bottomed minimum, in agreement with the sign argument.

**Model answer to (b)**

Let $q=(r_m/R)^6$ be the value of $p$ at the centre. The wells have $p=1$ and energy $U(\pm z_0)=-N\varepsilon$. The centre has

$$U(0)=N\varepsilon\,(q^2-2q)=N\varepsilon\,q(q-2).$$

The barrier height, measured from the wells, is the difference

$$B=U(0)-U(z_0)=N\varepsilon\,(q^2-2q+1)=N\varepsilon\,(q-1)^2\qquad(R<r_m).$$

Two limits show its behaviour. For a narrow ring $q\gg1$ and $B\approx N\varepsilon q^2\propto R^{-12}$, the pure repulsion. Just below the threshold, put $R=r_m(1-\delta)$ with $\delta\ll1$. Then $q\approx1+6\delta$ and $B\approx36N\varepsilon\,\delta^2$, so the barrier disappears smoothly, with zero slope in $R$.

An atom from far away starts at energy zero, not at the bottom of a well. With mass $m$ and initial speed $v$, conservation of energy gives

$$\text{kinetic energy at } z=\tfrac12mv^2-U(z).$$

If $R\ge\sigma$, every distance satisfies $r\ge\sigma$, so $V\le0$ and $U\le0$ along the whole axis. The kinetic energy never reaches zero, and the atom passes however small $v>0$ is. If $R<\sigma$, then $q>2$ and $U(0)>0$, and an atom with $\tfrac12mv^2<U(0)$ is turned back.

There are thus two thresholds. For $\sigma<R<r_m$ a barrier exists, but its top lies below the outside energy. The atom speeds up towards the first well, slows down near the centre and gets through. The barrier matters to it only if it has first lost energy and settled in a well. That is the relevant case for diffusion between cavities, where the atom exchanges energy with the network, and $B$ is then the energy to be supplied.

**Model answer to (c)**

Displace the atom from the centre by a small $x$ within the ring plane. Let $\phi_j$ be the angle between this displacement and the direction to ring atom $j$. To second order the distance is

$$d_j=\sqrt{R^2-2Rx\cos\phi_j+x^2}\approx R-x\cos\phi_j+\frac{x^2}{2R}\sin^2\phi_j .$$

Expanding $V(d_j)$ to the same order gives

$$V(d_j)\approx V(R)+V'(R)\left[-x\cos\phi_j+\frac{x^2\sin^2\phi_j}{2R}\right]+\frac12V''(R)\,x^2\cos^2\phi_j .$$

For $N\ge3$ equally spaced atoms $\sum_j\cos\phi_j=0$ and $\sum_j\cos^2\phi_j=\sum_j\sin^2\phi_j=N/2$, whatever the direction of the displacement. The sum is $N\,V(R)+\tfrac12k_{\rm side}x^2$ with

$$k_{\rm side}=\frac N2\left[V''(R)+\frac{V'(R)}{R}\right].$$

To find $V''$, note that in $V'=-12\varepsilon(p^2-p)/r$ the term $p^2/r$ varies as $r^{-13}$ and $p/r$ as $r^{-7}$. Hence $V''=12\varepsilon(13p^2-7p)/r^2$. At $r=R$ the bracket becomes

$$\frac{12\varepsilon}{R^2}\left[13q^2-7q-q^2+q\right]=\frac{72\varepsilon}{R^2}(2q^2-q).$$

Together with the axial curvature $U''(0)=N\,V'(R)/R$ this gives

$$k_{\rm side}=\frac{36N\varepsilon}{R^2}(2q^2-q),\qquad k_{\rm axial}=-\frac{12N\varepsilon}{R^2}(q^2-q).$$

The centre is stable sideways for $q>\tfrac12$, that is, for $R<2^{1/6}r_m=2^{1/3}\sigma$. This covers all rings with a barrier. For $R<r_m$ the centre is a maximum along the axis and a minimum across it: a saddle point, as a transition state should be.

The wells need no separate calculation. There all $N$ pair energies have their lowest possible value at once, so no displacement can lower the energy.

For $R>2^{1/3}\sigma$ the centre is still a minimum along the axis, but the atom would slide towards the ring atoms. Motion along the axis is then no longer a natural path.

Even for a narrower ring, stability at the centre does not make the whole axis stable. With the parameters of (d) and $R=0.32$ nm, the sideways curvature is negative for $|z|$ between about 0.21 and 0.55 nm, so an atom slightly off the axis is pushed further away from it there. The statement in (b) that a slow atom always passes therefore applies to motion exactly on the axis.

**Model answer to (d)**

Here $r_m=2^{1/6}\times0.30=0.3367$ nm and $N\varepsilon=0.060$ eV.

*$R=0.25$ nm.* This is below both $\sigma$ and $r_m$. With $q=5.972$,

$$B=0.060\times(4.972)^2=1.48\ \text{eV},\qquad U(0)=1.48-0.06=1.42\ \text{eV}.$$

The wells lie at $z_0=\pm0.226$ nm. The curvatures at the centre are $k_{\rm axial}=-342$ and $k_{\rm side}=2259$ eV/nm².

*$R=0.32$ nm.* This lies between $\sigma$ and $r_m$. With $q=1.358$,

$$B=0.060\times(0.358)^2=0.0077\ \text{eV},\qquad U(0)=-0.0523\ \text{eV}.$$

The barrier exists, with wells at $\pm0.105$ nm, but its top is below the outside energy.

*$R=0.36$ nm.* This is above $r_m$. With $q=0.670$ the central energy is $0.060\times0.670\times(-1.330)=-0.0535$ eV, and it is the minimum. It does not reach $-0.060$ eV because no point on the axis is as close to the ring atoms as $r_m$.

As a separate check of (a), the energy was summed over explicit atomic positions and the radius at which the central maximum disappears was located by bisection. The result is $0.3367$ nm for $N=3$, $6$ and $8$ alike.

The sensitivity follows from $B\propto(q-1)^2$ and $q\propto R^{-6}$:

$$\frac{d\ln B}{d\ln R}=\frac{2}{q-1}\,\frac{dq}{d\ln R}=-\frac{12q}{q-1}.$$

At $R=0.25$ nm this equals $-12\times5.972/4.972=-14.4$. To first order, a ring wider by 1%, or 0.0025 nm, has a barrier lower by about 14%, or 0.2 eV.

**Model answer to (e)**

Let $\rho$ be the actual ring radius. The energy including strain, and its value after the ring has adjusted, are

$$F(z,\rho)=N\left[V\!\left(\sqrt{\rho^2+z^2}\right)+\frac k2(\rho-R)^2\right],\qquad E(z)=\min_\rho F(z,\rho).$$

*Case $R<r_m$.* At the centre $\partial F/\partial\rho=N[V'(\rho)+k(\rho-R)]$. This is negative for $\rho\le R$, where $V'<0$ and the spring term is not positive. It is positive for $\rho\ge r_m$, where $V'\ge0$ and the spring term is positive. The best radius $\rho_0$ therefore satisfies $R<\rho_0<r_m$: the ring opens, but not as far as $r_m$. Now keep $\rho_0$ fixed and move the atom slightly off centre. By part (a), applied to a ring of radius $\rho_0<r_m$, the energy falls. Letting the ring adjust can only lower it further, so

$$E(z)\le F(z,\rho_0)<F(0,\rho_0)=E(0)\qquad\text{for small } z\ne0 .$$

The barrier survives. The wells keep the energy $-N\varepsilon$, since $\rho=R$, $z=\pm z_0$ has no strain and the lowest pair energies. The barrier is reduced, because opening the ring lowers the energy at the centre.

*Case $R\ge r_m$.* Take any configuration with $z\neq0$ and let $r=\sqrt{\rho^2+z^2}>\rho$. Compare it with one that has the atom at the centre.

- If $r\le R$, choose the new ring radius equal to $r$. The pair energy is unchanged, and the strain is smaller because $\rho<r\le R$.
- If $r>R$, choose the new radius equal to $R$. The strain is zero, and $V(R)<V(r)$ because $V$ rises beyond $r_m$.

Either way the central configuration is lower, so $E(0)<E(z)$ and there is no barrier at the centre. The condition $R<r_m$ is unchanged, provided that $R$ denotes the rest radius.

The height does change, and strongly. For a rest radius of 0.25 nm the relaxed values are:

| $k$ (eV/nm²) | $\rho_0$ (nm) | barrier (eV) |
|---|---|---|
| rigid | 0.250 | 1.48 |
| 1000 | 0.259 | 1.12 |
| 100 | 0.279 | 0.52 |

For the soft spring the strain energy at the centre is $6\times\tfrac12\times100\times(0.0285)^2=0.24$ eV. The ring pays this to remove 1.21 eV of pair energy.

**Model answer to (f)**

With the midpoint at $z$ the energy of the molecule is the average

$$U_2(z)=\tfrac12\left[U(z+a)+U(z-a)\right].$$

The condition does not carry over, as one counterexample shows. Choose $R=\sqrt{r_m^2-a^2}$, which is below $r_m$. Then $z_0=a$, and a molecule centred in the ring has one site in each well. Its energy is $-N\varepsilon$, the lowest possible, so the centre is a minimum although $R<r_m$.

More generally, $U''$ is even, so $U_2''(0)=U''(a)$. What counts is the curvature of the atomic profile at the sites, not at the centre. For $a=0.06$ nm and the parameters of (d), a numerical search between 0.25 and 0.33 nm finds that the central maximum is lost at $R=0.3115$ nm, clearly below $r_m=0.337$ nm. This does not remove every barrier at once: at $R=0.313$ nm two maxima remain off centre, at $\pm0.035$ nm. There is also a lower limit: for $R$ below about 0.222 nm the sites lie beyond the inflection points of the atomic profile, and the centre is a local minimum between two higher maxima.

**Model answer to (g)**

The parameters describe the oxygen molecule as one sphere and the window as six oxygen atoms of silica. Neighbours in a regular hexagon are a distance $R$ apart, so $R=0.25$ nm is close to the oxygen–oxygen spacing in silica, roughly 0.26 nm. The radii 0.32 and 0.36 nm are too wide for six such atoms and serve only to show the other two cases. A temperature of 1273 K is typical of thermal oxidation of silicon. The activation energy for oxygen molecules diffusing in silica is roughly 1 eV, so the rigid value of 1.48 eV is of the right order. Whether it comes out high or low depends on the round parameters: $R=0.26$ nm gives 0.83 eV, and since $B$ depends on $\sigma/R$, changing $\sigma$ to 0.29 or 0.31 nm at $R=0.25$ nm gives 0.90 or 2.36 eV. Given the sensitivity found in (d), even a closer match would be no evidence for the model.

The omitted effects can be sized for $R=0.25$ nm, changing one thing at a time.

*Yielding of the ring* can be the largest of those considered, depending on the stiffness: it lowers the barrier by 0.36 eV for the stiff spring and 0.97 eV for the soft one. Both stiffnesses are round values, not fitted to silica. With $k_BT=0.110$ eV, the thermal factor $e^{-B/k_BT}$ is $1.3\times10^{-6}$ for the rigid ring, $3.6\times10^{-5}$ for the stiff spring and $9\times10^{-3}$ for the soft one. The relaxed barrier is the least energy needed to cross, however quickly the ring responds. A delayed response can still change the rate, which has not been examined here.

*The shape of the molecule* lowers the barrier by 0.52 eV, which lies between the effects of the two springs. The dumbbell of (f) has a barrier of 0.97 eV, measured from its lowest to its highest axial energy. It is lower because the two sites cannot both be at the top of the atomic profile at once, nor, for this $a$, both at the bottom of a well. Tilted orientations are left out.

*Neighbouring rings* matter little in this geometry. In an aligned stack of rings 0.50 nm apart the barrier is 1.53 eV, about 3% higher than for one ring. A disordered network may differ more.

*Quantum effects* are small at this temperature. For a mass of 32 u the curvature at the top corresponds to $\hbar\omega=\hbar\sqrt{|k_{\rm axial}|/m}=0.021$ eV. The leading (Wigner) tunnelling correction multiplies the rate by

$$1+\frac1{24}\left(\frac{\hbar\omega}{k_BT}\right)^2=1.0015 .$$

The zero-point energy is 0.048 eV larger at the top than in the well, mainly because the ring confines the molecule sideways. This shift applies in full only when $k_BT$ is far below the vibrational quanta, which is not so here. At 1273 K the harmonic quantum correction of the bound modes, mainly the two sideways modes of 0.054 eV at the top, lowers the rate by about 2%, which outweighs the gain from tunnelling.

*Sideways confinement* changes the rate even though it leaves $B$ alone. At the centre of the rigid ring the molecule has much less room to move sideways than in the plane of a well. Classically, at 1273 K, this makes it less likely to be found in the window plane by a further factor of about 0.008, beyond the thermal factor above (counting positions within 0.20 nm of the axis).

*The starting point* also needs care. The wells are only 0.060 eV deep, less than $k_BT$, so at this temperature they do not hold the molecule for long. Measured from the outside energy instead, the rigid barrier is 1.42 eV.

*The form of the repulsion* matters about as much as the shape of the molecule. The barrier samples $V$ at $r/r_m=0.74$, far up the $r^{-12}$ wall, which is a conventional choice and not fitted to this system. An exp-6 potential $V=\frac{\varepsilon}{1-6/\alpha}\left[\frac6\alpha e^{\alpha(1-r/r_m)}-\left(\frac{r_m}{r}\right)^6\right]$ with the same $\varepsilon$ and $r_m$ gives rigid barriers of 0.66, 0.86, 1.09 and 1.37 eV for $\alpha=12$, 13, 14 and 15.

Not sized at all are chemical reaction with the network, charge and spin effects, the silicon atoms, and the puckering and spread in size of real rings. Because $B$ depends so steeply on $R$, the wider windows of a disordered network would be crossed far more readily than the narrow ones. The sign argument of (a) is exact within its model; the barrier height is an estimate that ring flexibility alone can change by more than half. Most of the computed values are listed in the numerical output below.

## Computed results

```
ring atoms N = 6
pair well depth eps = 0.010 eV
sigma = 0.30 nm
pair minimum distance r_m = 0.3367 nm
threshold radius by bisection, N=3: 0.3367 nm
threshold radius by bisection, N=6: 0.3367 nm
threshold radius by bisection, N=8: 0.3367 nm
R=0.25 nm: q = 5.9720
R=0.25 nm: wells at z = +/-0.2256 nm
R=0.25 nm: well energy = -0.0600 eV
R=0.25 nm: centre energy = 1.4232 eV
R=0.25 nm: barrier = 1.48323 eV
R=0.32 nm: q = 1.3579
R=0.32 nm: wells at z = +/-0.1048 nm
R=0.32 nm: well energy = -0.0600 eV
R=0.32 nm: centre energy = -0.0523 eV
R=0.32 nm: barrier = 0.00768 eV
R=0.36 nm: q = 0.6698
R=0.36 nm: centre energy = -0.0535 eV (minimum)
R=0.25 nm: centre k_axial = -342.06, k_side = 2258.75 eV/nm^2
R=0.32 nm: centre k_axial = -3.42, k_side = 49.14 eV/nm^2
R=0.36 nm: centre k_axial = 1.23, k_side = 3.79 eV/nm^2
R=0.40 nm: centre k_axial = 1.03, k_side = -1.38 eV/nm^2
sideways stability limit = 0.3780 nm
spring 100 eV/nm^2: relaxed centre radius = 0.2785 nm
spring 100 eV/nm^2: relaxed barrier = 0.515 eV
spring 1000 eV/nm^2: relaxed centre radius = 0.2587 nm
spring 1000 eV/nm^2: relaxed barrier = 1.123 eV
dumbbell site separation = 0.12 nm
dumbbell barrier at R=0.25 nm = 0.967 eV
dumbbell loses central maximum above R = 0.3115 nm
ring spacing in stack = 0.50 nm
barrier in stack at R=0.25 nm = 1.526 eV
mass = 32 u, temperature = 1273 K
thermal energy k_B T = 0.1097 eV
hbar*omega of the barrier top = 0.0211 eV
Wigner tunnelling factor = 1.0015
zero-point change of barrier = 0.0483 eV
exp(-barrier/kT), rigid = 1.34e-06
exp(-barrier/kT), spring 100 eV/nm^2 = 9.18e-03
exp(-barrier/kT), spring 1000 eV/nm^2 = 3.59e-05
exp(-barrier/kT), R=0.32 nm rigid = 0.932
```
